The Coates correction for pile-up in first-photon timing histograms

**1. The situation**

A short laser pulse excites a sample, and a single-photon detector looks at the light that comes back. A clock measures the time from the pulse to the detection. After many pulses, the histogram of these times should show how the light decays.

The detector, however, is blind for a while after each detection. If the blind period covers the rest of the measuring window, each pulse gives at most one recorded time, that of the first detection. Later photons are lost, so early times are over-represented and a decay looks faster than it is. This distortion is called pile-up.

One remedy is to dim the light until two detections per pulse are rare, at the price of a long measurement. The other is to ask, for each time bin, how many pulses still had a live detector when that bin began. Counts divided by that number give a conditional probability, from which the earlier bins have dropped out.

**2. Definitions and assumptions**

The measurement has N cycles, one per laser pulse. The window after each pulse is divided into bins i = 1, …, B, which need not be equally wide. An event is anything that triggers a live detector: a photon that would be detected, or a dark count. Photons that the detector misses do not block it, while dark counts do. The condition needed below is therefore "no earlier detection event in this cycle", rather than "no earlier photon".

The symbols are

λ_i = mean number of events in bin i, for a detector that is always live
Λ_i = λ_1 + λ_2 + … + λ_i, with Λ_0 = 0
H_i = number of cycles whose recorded event lies in bin i
R_i = N − (H_1 + … + H_{i−1}), with R_1 = N

R_i is the number of cycles still without a count when bin i begins. It follows that R_{i+1} = R_i − H_i.

The assumptions are:

- The numbers of events in separate bins are independent and Poisson distributed.
- The means λ_i are the same in every cycle.
- The detector is live at each pulse, and one event at most is recorded per window.
- The recorded time is sharp compared with the structure of interest.

The quantities above are pure numbers, so the formulas are the same in atomic units as in any others.

**3. Why detected photons are still Poisson**

Let the number n of photons reaching the detector in one bin be Poisson with mean m, and let each be detected with probability η, independently of the others. The probability of k detectable photons is

p(k) = Σ_{n≥k} [e^{−m} mⁿ/n!] · [n!/(k!(n−k)!)] η^k (1−η)^{n−k}

The factor n! cancels. Writing n = k + l and mⁿ = m^k m^l gives

p(k) = e^{−m} (ηm)^k/k! · Σ_{l≥0} [m(1−η)]^l/l!

The sum is e^{m(1−η)}, so

p(k) = e^{−ηm} (ηm)^k/k!

This is a Poisson distribution with mean ηm. Independent dark counts with mean d add to it. The bin is empty if both kinds are absent, which has probability e^{−ηm} e^{−d} = e^{−(ηm+d)}. Thus λ_i = ηm + d, and the derivation needs nothing else about the light in the bin.

**4. The distorted histogram**

A Poisson bin with mean λ_j is empty with probability e^{−λ_j}. Because the bins are independent, the probability that bins 1 to i are all empty is the product

S_i = e^{−λ_1} e^{−λ_2} … e^{−λ_i} = e^{−Λ_i}

The first event falls in bin i if bins 1 to i−1 are empty and bin i is not:

P_i = S_{i−1} − S_i = e^{−Λ_{i−1}} (1 − e^{−λ_i})

The expected histogram is N P_i. For weak light, expansion to first order in the means gives

P_i/λ_i ≈ (1 − Λ_{i−1})(1 − λ_i/2) ≈ 1 − Λ_{i−1} − λ_i/2

The term Λ_{i−1} is the loss to events in earlier bins. The term λ_i/2 is the loss inside the bin, where two or more events give one count. The first loss grows along the histogram and makes a decay look steeper. The second falls with λ_i along a decay and so acts in the opposite sense; it is small for narrow bins but not for wide gates.

**5. Conditioning removes the earlier bins**

Let q_i be the probability of a count in bin i, given that no event came earlier in the cycle. A count in bin i already implies that the earlier bins were empty, so the joint probability in the numerator is P_i itself:

q_i = P_i/S_{i−1}

The denominator can be found from the histogram, because the sum of the earlier P_j telescopes:

Σ_{j<i} P_j = (S_0 − S_1) + (S_1 − S_2) + … + (S_{i−2} − S_{i−1}) = 1 − S_{i−1}

Here S_0 = 1. Hence

q_i = P_i/(1 − Σ_{j<i} P_j) = e^{−Λ_{i−1}}(1 − e^{−λ_i})/e^{−Λ_{i−1}} = 1 − e^{−λ_i}

The factor e^{−Λ_{i−1}} has cancelled. Solving for the mean gives

λ_i = −ln(1 − q_i)

No expansion in λ_i was made, so within the assumptions this inverts the expected histogram at any light level and for any bin width.

When the bins become narrow, λ_i = r(t) dt with event rate r(t), and P_i = f(t) dt with first-event density f(t). Then −ln(1 − q_i) → q_i, and the result becomes

r(t) = f(t)/[1 − ∫₀ᵗ f(t′) dt′]

The event rate is the density of first events divided by the fraction of cycles still waiting.

**6. From probabilities to counts**

In real data q_i must be estimated. Each cycle that reaches bin i without a count either gives a count there, with probability q_i, or passes on, with probability 1 − q_i. There are R_i such cycles, H_i of the first kind and R_i − H_i of the second. The likelihood of the whole record is therefore

L = Π_i q_i^{H_i} (1 − q_i)^{R_i−H_i}

Each q_i appears in its own factor and can be varied separately. Setting the derivative of ln L to zero gives

H_i/q_i − (R_i − H_i)/(1 − q_i) = 0

H_i (1 − q_i) = (R_i − H_i) q_i

H_i = R_i q_i

The estimate is q̂_i = H_i/R_i. Both terms of ln L are concave in q_i, so this is the maximum. Since λ_i increases steadily with q_i, the most likely λ_i belongs to the most likely q_i:

λ̂_i = −ln(1 − H_i/R_i) = ln(R_i/R_{i+1})

This is the Coates correction. It requires R_{i+1} > 0: if every remaining cycle gives a count in bin i, the data set no upper limit on λ_i and the estimate diverges.

The second form shows what happens when neighbouring bins a to b are merged:

λ̂_a + … + λ̂_b = ln(R_a/R_{a+1}) + … + ln(R_b/R_{b+1}) = ln(R_a/R_{b+1})

The right side is the correction applied to the merged bin. Bins may thus be merged before or after correcting.

A known background is subtracted after the correction, because it is the λ_i that add. In the raw histogram the background is itself reduced by the factor S_{i−1}, and subtracting its full value there would remove too much.

**7. Statistical error**

Given R_i, the count H_i is binomial, so q̂_i has mean q_i and variance q_i(1 − q_i)/R_i. For a small deviation, dλ/dq = 1/(1 − q), and therefore

Var λ̂_i ≈ [q_i(1 − q_i)/R_i]/(1 − q_i)² = q_i/[R_i(1 − q_i)]

With q_i = 1 − e^{−λ_i}, the ratio q_i/(1 − q_i) equals e^{λ_i} − 1. For large N, R_i is close to N S_{i−1}, so

Var λ̂_i ≈ (e^{λ_i} − 1)/(N S_{i−1})

The correction restores the mean height of a late bin, but not the cycles that were used up earlier. The factor 1/S_{i−1} is the cost.

The logarithm is curved, which produces a small bias. The second derivative of −ln(1 − q) is 1/(1 − q)², and half of it times the variance of q̂_i gives

E[λ̂_i] − λ_i ≈ ½ q_i/[R_i(1 − q_i)] ≈ ½ Var λ̂_i

Next take two bins i < j. Once all counts before bin j are known, q̂_i is fixed, while q̂_j still has mean q_j as long as R_j > 0. The average of (q̂_i − q_i)(q̂_j − q_j) is then zero. To leading order in 1/N, the corrected values in different bins are uncorrelated as well. Raw counts are not: a cycle used early cannot count later.

These statements were tested on 400 000 simulated experiments of 400 cycles each, with the decay of section 9 and gates at 0–2, 2–4, 4–8 and 8–50 ns. The simulated variances were 1.002 to 1.010 times the formula. The correlation of the first two gates was −0.232 for raw counts and 0.001 after correction. The bias in the first gate was 5.3 × 10⁻⁴, against 4.6 × 10⁻⁴ from the formula. The standard error of that simulated bias is √(2 × 4.6 × 10⁻⁴/400 000) ≈ 0.5 × 10⁻⁴, so the two agree within 1.4 standard errors.

**8. How much light is best?**

Dim light gives few counts, and bright light uses up the cycles before the late bins are reached. Let the signal have μ events per pulse, of which a fraction F comes before the chosen bin and a fraction a inside it. Without background, λ = μa and S = e^{−μF}, so the relative variance is

V = (e^{μa} − 1) e^{μF}/(N μ² a²)

If few events are expected inside the bin, so that μa is small, ln(e^{μa} − 1) ≈ ln(μa) + μa/2. The part of ln V that depends on μ is then

ln V = −ln μ + μ(F + a/2) + constant

The derivative vanishes when −1/μ + F + a/2 = 0, which gives

μ_best ≈ 1/(F + a/2)

At a fixed number of cycles, the relative error of such a bin is least when about one event is expected before its middle. A bin at the very start of the decay is an exception: F is zero there, and μa is no longer small at the best light level. For a 4 ns decay and a 0.5 ns bin starting at 8 ns, F = 1 − e^{−2} = 0.865 and a = e^{−2}(1 − e^{−0.125}) = 0.016. This gives μ_best = 1.15, and numerical minimization of V gives 1.146.

The gain over dim light can be read from V ≈ e^{μF}/(Nμa). For this bin e^{μF}/μ is 20.9 at μ = 0.05 and 2.5 at μ = 0.8. The dim measurement needs about eight times as many cycles for the same relative error.

Very bright light is another matter. The estimate of the total is ln(N/R_{B+1}), with variance (e^{Λ_B} − 1)/N by the merging rule. For Λ_B = 10 and a million cycles, about 45 cycles remain without a count, and the standard error of the total is about 0.15. With five more events per pulse, most measurements of this length would have no such cycle left, and the estimate would diverge.

**9. Worked example: a 4 ns decay**

A silicon single-photon avalanche diode records an exponential decay with τ = 4 ns at 650 nm, where the photon energy is 1.907 eV. The laser runs at 5 MHz, a period of 200 ns. The detection efficiency is 0.35, the dead time 60 ns and the background 20 kHz. The window is 50 ns long with 0.5 ns bins.

The signal is set to 0.8 events per pulse, or 0.8/0.35 = 2.286 incident photons. At 5 MHz this is a mean optical power of 3.5 pW. Because the dead time exceeds the window, a second count in the same window is impossible. A detection at the very end of the window leaves the detector live again at 110 ns, well before the next pulse.

One million cycles were simulated photon by photon, including the random loss of undetected photons. A count was recorded in 55 % of the cycles.

Take the bin that starts at 4 ns. It holds H = 20 452 counts, and R = 604 038 cycles had no earlier count. Dividing by all cycles gives

H/N = 0.02045

Dividing by the cycles still waiting gives

q̂ = 20 452/604 038 = 0.03386

The logarithm then accounts for multiple events inside the bin:

λ̂ = −ln(1 − 0.03386) = 0.03445

The true mean is 0.03459 and the standard error 0.00024. The raw value is 41 % below the truth. Most of the repair comes from the change of denominator, and the logarithm adds a further 1.7 %.

Over the first 38 bins, from 0 to 19 ns, the squared deviations from the true means, each divided by its variance, add up to 34 after correction. About 38 is expected from chance alone. For the raw values H/N the same sum is about 55 000.

**10. The lifetime, raw and corrected**

Let G_1 and G_2 be the mean signals in two adjoining gates of width Δ. For an exponential decay the second is smaller by e^{−Δ/τ}, so

τ = Δ/ln(G_1/G_2)

Here Δ = 4 ns, with gates at 0–4 ns and 4–8 ns. The background per gate is 0.00008. The corrected gates are 0.50412 and 0.18594, which give

τ = 4 ns/ln(0.50404/0.18586) = 4.009 ns

This is 1.658 × 10⁸ atomic units of time. The raw gates give instead

τ_raw = 4 ns/ln(0.39588/0.10241) = 2.958 ns

The error follows from dτ = −(τ²/Δ)(dG_1/G_1 − dG_2/G_2). The gates are uncorrelated to leading order, so their relative variances add. By section 7 the relative standard errors are 0.0016 and 0.0031, and

σ_τ = (16/4) ns × √(0.0016² + 0.0031²) ≈ 0.014 ns

The corrected lifetime agrees with the true 4 ns within its error. The raw one is 26 % too short, an error that more cycles would not reduce.

The sign of the raw error is general for this two-gate method without background. From section 4, the expected raw ratio is

P_1/P_2 = (1 − e^{−G_1})/[e^{−G_1}(1 − e^{−G_2})] = (e^{G_1} − 1)/(1 − e^{−G_2})

Since e^x − 1 > x and 1 − e^{−x} < x for x > 0, this exceeds G_1/G_2. A larger ratio means a shorter apparent lifetime. For weak light the ratio is larger by the factor 1 + (G_1 + G_2)/2, and with Δ = τ the lifetime is reduced by the relative amount (G_1 + G_2)/2. At 0.05 events per pulse, G_1 + G_2 = 0.05 × (1 − e^{−2}) = 0.043. To this order the expected raw lifetime is 2.2 % short. The full ratio P_1/P_2 gives 3.915 ns. With a million cycles the standard error of this dim measurement is about 0.04 ns, so the uncorrected error of 0.085 ns is about two standard errors. It stands out clearly in longer runs, because it does not shrink with more cycles.

**11. When the pulses are not alike**

The cancellation in section 5 relied on the λ_i being the same in every cycle. Suppose instead that the pulse strength varies, so that a cycle has cumulative mean gΛ, where g has mean 1 and variance v. Cycles that reach a late bin without a count are then more often the weak ones, and they no longer represent the average pulse.

For a gamma distribution of g, with k = 1/v, the fraction of cycles without a count is

S = ∫₀^∞ [g^{k−1} e^{−g/v}/(Γ(k) v^k)] e^{−gΛ} dg

The exponentials combine to e^{−g(1/v+Λ)}. Using ∫₀^∞ g^{k−1} e^{−gc} dg = Γ(k)/c^k with c = 1/v + Λ gives

S = v^{−k} (1/v + Λ)^{−k} = (1 + vΛ)^{−1/v}

For many cycles, the corrected cumulative signal tends to −ln S:

−ln S = (1/v) ln(1 + vΛ) ≈ Λ − vΛ²/2 for small vΛ

As v → 0 the correct value Λ returns. For v = 1, an exponential distribution of pulse energy, the total signal of 0.8 comes out as ln 1.8 = 0.588, and the lifetime as 3.18 ns. The correction then removes only part of the error, and further cycles do not help. A laser with 2 % rms energy fluctuation has v = 0.0004, and the lifetime moves by −0.0006 ns, far below the statistical error.

**12. The model beside a real detector**

The detector values in the example are rough but ordinary for silicon avalanche diodes. Two settings stand out. A background of 20 kHz is high for a good small cooled diode, and 0.8 events per pulse is far above the level at which pile-up could be neglected.

Poisson events require light from many independent emitters. A single molecule or similar single emitter gives at most one photon per pulse. With detection probability p per pulse and no background, the fraction of cycles still waiting is 1 − p(1 − e^{−t/τ}), and the raw histogram is already an undistorted exponential. The correction would then introduce an error: for p = 0.35 the two gates would give 4.89 ns instead of 4 ns. It must not be applied to such a source.

For a sample of many emitters, the assumption broken most clearly is that the detector is live at every pulse. A background event in the last 60 ns before a pulse leaves it blind, which happens with probability 20 kHz × 60 ns = 0.0012. Afterpulses, which are false counts from charge trapped during an earlier avalanche, add to this. With an afterpulse probability of 0.01 and a trap time of 30 ns, the estimated blind fraction is 0.00157. A simulated continuous run with these values gave 0.00155. If such pulses are taken as blind through both gates, the lifetime shifts by −0.003 ns.

Other effects have these sizes in the example:

- Afterpulses reaching the next window number 0.00005 per cycle, against 0.001 background events.
- Gaussian timing jitter of 50 ps rms acts after the first event has been selected, so the correction does not treat it exactly. The resulting lifetime error is 0.00005 ns, provided that counts recorded just before time zero are also removed from R_i. This leaves out the ordinary blurring by jitter, which is present without pile-up too. If the first gate starts at the pulse, blurring moves about 0.004 events per pulse out of it and lengthens the lifetime by about 0.03 ns. For a Gaussian response, starting the gates a few tenths of a nanosecond later avoids this, because a blurred exponential keeps its decay time away from the edge. Real silicon diodes also have a slower diffusion tail, which the model omits. If 20 % of the counts are delayed by a 0.3 ns exponential tail, gates starting at 0.3 ns still lengthen the lifetime by about 0.04 ns. The start must then lie several tail times after the pulse.
- Warming from 300 to 310 K doubles a dark rate with an activation energy of 0.56 eV. If the whole background is thermal and the old value is still subtracted, the lifetime shifts by +0.001 ns.

Apart from the ordinary blurring, each of these shifts is below the statistical error of 0.014 ns. With a hundred times more cycles that error would fall to 0.0014 ns, and the cycles that begin with a blind detector would then have to be left out, both from N and from the counts H_i. Changes of pulse shape or timing at high count rates are not included in the model. The full set of values is in the numerical output.

Calculated quantities

```
wavelength 650 nm; photon energy 1.907 eV
detection efficiency 0.35
repetition rate 5 MHz; period 200 ns
window 50 ns; bin width 0.5 ns
dead time 60 ns; background 20 kHz
true lifetime 4.00 ns; cycles 1000000
signal events per pulse 0.80; incident photons 2.286
mean incident optical power 3.49 pW
background events per bin 1.0e-05
mean events in window 0.8010
expected fraction of cycles with a count 0.5511
simulated fraction of cycles with a count 0.5505
bin start (ns), H, R, H/N, H/R, corrected, true, std. error:
   0.0  89576 1000000 0.08958 0.08958 0.09384 0.09401 0.00031
   4.0  20452  604038 0.02045 0.03386 0.03445 0.03459 0.00024
   8.0   6342  501545 0.00634 0.01264 0.01273 0.01273 0.00016
  16.0    786  456505 0.00079 0.00172 0.00172 0.00173 0.00006
bins compared 38; chi-square corrected 34.1
chi-square of raw H/N against true means 54774
gate width 4 ns; background per gate 8.0e-05
raw gates 0.39596 0.10249
corrected gates 0.50412 0.18594
true gates 0.50578 0.18612
raw lifetime 2.958 ns
corrected lifetime 4.009 ns; std. error 0.014 ns
corrected lifetime 1.658e+08 atomic time units
expected raw lifetime at 0.05 events per pulse 3.915 ns
best signal flux for bin at 8 ns 1.146 events per pulse
small experiments: 400000 runs of 400 cycles
variance, simulated/formula: 1.008 1.006 1.010 1.002
correlation of gates 1 and 2, raw -0.232
correlation of gates 1 and 2, corrected 0.0012
bias in gate 1, simulated 5.28e-04; formula 4.63e-04
neglected effects (lifetime shifts in ns):
  blind pulses, estimated fraction 1.57e-03
  blind pulses, simulated fraction 1.55e-03
  blind pulses, lifetime shift -3.3e-03 ns
  afterpulse probability 0.01; trap time 30 ns
  afterpulses per next window 4.7e-05; background 1.0e-03
  jitter 50 ps rms, correction error +4.8e-05 ns
  pulse energy 2 % rms, shift -5.5e-04 ns
  dark activation energy 0.56 eV; 300 to 310 K
  dark rate factor 2.01; shift +1.1e-03 ns
exponentially distributed pulse energy (correction fails):
  corrected total signal 0.588 instead of 0.800
  corrected lifetime 3.184 ns
```
